# How Much Resistivity Do Closely Spaced Twin Boundaries Add to Copper?

Anyone who calculates the resistance of a nanotwinned copper conductor has to decide whether the twins need a term of their own. Dropping them saves a parameter that depends on processing. If they add a few per cent, the choice depends on the accuracy wanted and on how well the temperature is known.

## The estimate

Let $\gamma$ be the specific resistivity of a flat boundary: the extra voltage step across it divided by the current density $j$, for current normal to the boundary. Its unit is the ohm square metre, so practical electrical units are used here. The given value for a copper twin boundary is $\gamma=1.7\times10^{-17}\ \Omega\,\mathrm{m^2}$.

A conductor of length $L$, crossed at right angles by parallel twins a distance $d$ apart, contains $L/d$ boundaries. If their steps simply add to the bulk voltage,

$$
V=\rho_0 jL+\frac{L}{d}\,\gamma j ,
\qquad
\frac{V}{jL}=\rho_0+\frac{\gamma}{d}.
$$

For $d=15$ nm the added part is

$$
\Delta\rho=\frac{\gamma}{d}
=\frac{1.7\times10^{-17}\ \Omega\,\mathrm{m^2}}{15\times10^{-9}\ \mathrm m}
=1.13\times10^{-9}\ \Omega\,\mathrm m
=0.113\ \mu\Omega\,\mathrm{cm},
$$

since $1\ \mu\Omega\,\mathrm{cm}=10^{-8}\ \Omega\,\mathrm m$. With a rough room-temperature bulk value $\rho_0=1.70\ \mu\Omega\,\mathrm{cm}$, the twins add 6.7 per cent.

The weak point is the word "add". Resistances in series add without question when electrons settle into their bulk distribution between one obstacle and the next. That requires a spacing well above the mean free path, which must now be found.

## The mean free path is longer than the spacing

Take a spherical Fermi surface and one conduction electron per atom. An fcc cube of edge 0.36 nm holds four atoms, so $n=4/(0.36\ \mathrm{nm})^3=85.7\ \mathrm{nm^{-3}}$. Counting two spin states per allowed wave vector gives

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad
k_F=(3\pi^2n)^{1/3}=13.64\ \mathrm{nm^{-1}} .
$$

Let $e>0$ be the size of the electron charge, and let $x$ point along the electron drift, with drift speed $u$. The field then pushes each electron forward with force $eE$, and $j=neu$ in magnitude. In the bulk, collisions remove the momentum density $nmu$ at the rate $1/\tau$. Balancing the two,

$$
neE=\frac{nmu}{\tau}
\quad\Rightarrow\quad
\rho_0=\frac{E}{j}=\frac{m}{ne^2\tau}.
$$

With $l=v_F\tau$ and $mv_F=\hbar k_F$,

$$
\rho_0l=\frac{\hbar k_F}{ne^2}=6.54\times10^{-16}\ \Omega\,\mathrm{m^2}.
$$

Dividing by $\rho_0$ gives $l=38.5$ nm, or 2.6 twin spacings. Electrons do not settle between twins, and the series sum needs another justification.

## Momentum lost at a weak boundary

Suppose that a boundary reflects an electron specularly with probability $R$ and transmits it with probability $T=1-R$. Reflection reverses the normal momentum and keeps the tangential part. Phase memory between boundaries is neglected for now.

The drift displaces the Fermi sphere by $\delta k=mu/\hbar$. Let $\mu$ be the cosine between an electron's velocity and $x$. In the interval $d\mu$ the displacement adds a shell of area $2\pi k_F^2\,d\mu$ and thickness $\mu\,\delta k$. The excess density is therefore

$$
\delta n(\mu)\,d\mu=\frac{2}{(2\pi)^3}\,2\pi k_F^2\,\mu\,\delta k\,d\mu
=\frac{k_F^2\,\delta k}{2\pi^2}\,\mu\,d\mu
=\frac{3n\,\delta k}{2k_F}\,\mu\,d\mu ,
$$

where the last step uses $k_F^3=3\pi^2n$. For $\mu<0$ the excess is negative: fewer electrons than in equilibrium move against the drift.

Excess electrons with $\mu>0$ strike unit area at the rate $v_F\mu\,\delta n$. Each reflected one gives up momentum $2\hbar k_F\mu$, so this side loses

$$
R\int_0^1 (v_F\mu)(2\hbar k_F\mu)\frac{3n\,\delta k}{2k_F}\mu\,d\mu
=3Rn\hbar\,\delta k\,v_F\int_0^1\mu^3d\mu
=\frac34Rn\,mu\,v_F .
$$

The other side contributes the same amount with the same sign, because both the excess and the normal momentum change sign there. The total is $\tfrac32Rn\,mu\,v_F$ per unit area and time.

In the steady state, an extra mean field $\Delta E$ must replace this loss once in every period $d$:

$$
ne\,\Delta E\,d=\frac32Rn\,mu\,v_F .
$$

Division by $ne\,j=ne\,(neu)$ gives

$$
\gamma=\frac{\Delta E\,d}{j}=\frac32R\,\frac{mv_F}{ne^2}
=\frac32R\,\rho_0l .
$$

Neither $d$ nor $l$ survives separately, since $\rho_0l$ depends on electron density alone. This is why the estimate can hold even for $d<l$. What the argument requires is that the boundaries hardly disturb the drifting distribution. Both $R$ and $Rl/d$ must be small, the second being the rate of reflection compared with that of bulk collisions, up to a numerical factor.

## The opposite limit

Now let reflection dominate, $Rl/d\gg1$, and neglect bulk collisions between boundaries. Write $g_+(\mu)$ and $g_-(\mu)$ for the excess electrochemical potential of electrons moving forward and backward at the same $|\mu|$. Both are constant within a cell, and both are higher by $\Delta$ in the preceding cell. Forward movers just past a boundary were either transmitted from that cell or reflected from this one:

$$
g_+=T(g_++\Delta)+Rg_-
\quad\Rightarrow\quad
R(g_+-g_-)=T\Delta .
$$

The difference $g_+-g_-=T\Delta/R$ does not depend on angle, unlike the drifting sphere, where it is proportional to $\mu$. The density of states is $N_F=3n/(2E_F)=3n/(mv_F^2)$, and a fraction $d\mu/2$ of it lies in $d\mu$. Hence

$$
j=ev_FN_F\int_0^1\mu\,\frac{T\Delta}{R}\,\frac{d\mu}{2}
=\frac{3ne\,T\Delta}{4mv_FR},
\qquad
\gamma=\frac{\Delta/e}{j}=\frac43\,\frac RT\,\rho_0l .
$$

The natural measure of strength is $R/T$, which differs from $R$ only at second order when $R$ is small. I therefore write the weak-boundary result as $\gamma=\tfrac32(R/T)\rho_0l$. Between the two limits the prefactor changes from $3/2$ to $4/3$, a ratio of $8/9$.

For the given twin,

$$
\frac RT=\frac{2\gamma}{3\rho_0l}
=\frac{2(1.7\times10^{-17})}{3(6.54\times10^{-16})}=0.0173,
\qquad R=1.7\ \text{per cent}.
$$

Since $\tfrac32(R/T)(l/d)=0.067$, the example lies on the weak side.

## Solving for the distribution

The region between the limits can be computed. Let $h(x,\mu)$ be the excess electrochemical potential of electrons with direction $\mu$. Over a path $ds=dx/\mu$, a fraction $ds/l$ is scattered and replaced by the average over all directions, $\bar h$. Thus

$$
\mu\frac{\partial h}{\partial x}=\frac{\bar h-h}{l}.
$$

The partly reflecting walls connect one period to the next as above. With $R$ fixed at the value just inferred, the numerical solution gives:

| Spacing (nm) | Solved $\gamma$ / given $\gamma$ |
|---:|---:|
| 5 | 0.988 |
| 15 | 0.995 |
| 60 | 0.998 |
| 200 | 0.998 |

Because $R$ was inferred from the given $\gamma$, the table does not confirm the value $1.7\times10^{-17}\ \Omega\,\mathrm{m^2}$. It tests the momentum argument and the independence of spacing. At 15 nm the solved addition is $0.1128\ \mu\Omega\,\mathrm{cm}$, within half a per cent of the series sum.

Uniform reflection is not essential, provided that $R(\mu)$ and $R(\mu)l/d$ stay small in every direction. For $R(\mu)=5R(1-\mu)$, which favours grazing electrons, the weighted integral is $5R(\tfrac14-\tfrac15)=R/4$, as before. The solved $\gamma$ at 15 nm is then 0.9865 of its value at 200 nm. If the same weighted reflection is concentrated in a few directions, those directions lose their drift and the sum fails at $d<l$: with $R=0.1$ for $\mu>0.954$ and zero elsewhere, the ratio drops to about three quarters, and it drops further for a narrower, more strongly reflecting cone.

Strong reflection does spoil the weak formula. For $R=0.5$ and 5 nm spacing, the solution is 0.907 of $\tfrac32(R/T)\rho_0l$, close to the limiting ratio $8/9=0.889$.

## Interference and current direction

Waves reflected between two flat planes can interfere. With the constant reflection phase set to zero, summing the repeated reflections gives the transmission probability

$$
T_2=\frac{T^2}{1+R^2-2R\cos\varphi},\qquad \varphi=2k_Fd\mu .
$$

At $d=15$ nm the phase runs through about 409 radians as $\mu$ goes from 0 to 1. To average over it, write the inverse denominator as $|\sum_{q\ge0}R^qe^{iq\varphi}|^2$. The cross terms vanish, leaving $\sum_q R^{2q}=1/(1-R^2)$. Therefore

$$
\langle T_2\rangle=\frac{T^2}{1-R^2}=\frac{T}{1+R},
\qquad
\frac1{\langle T_2\rangle}-1=\frac{1+R-T}{T}=\frac{2R}{T}.
$$

This is twice the single-plane value $1/T-1=R/T$, so the resistances add. The direct angular average, weighted by the flux factor $2\mu$, gives 0.996 of this sum. The deviation oscillates with $k_Fd$ and with the reflection phase, with an amplitude of about $2/409$, so only its size of half a per cent is meaningful; the $\mu^3$ weight of the weak limit doubles it. That result covers two planes. A longer, perfectly regular stack with full phase memory can depart strongly from the series sum and is outside this estimate.

In the spherical model, current direction matters far more than this two-plane correction. If a uniform current makes an angle $\theta$ with the normal, it crosses $\cos\theta/d$ boundaries per unit length, and each step is $\gamma j\cos\theta$. Hence

$$
\Delta\rho(\theta)=\frac{\gamma}{d}\cos^2\theta .
$$

The average over random directions is $\gamma/(3d)=0.038\ \mu\Omega\,\mathrm{cm}$, because $\int_0^1c^2dc=1/3$. Current along the planes gains nothing in this model, since specular reflection preserves tangential momentum and, on a sphere, tangential velocity as well. Copper's Fermi surface has no mirror plane parallel to the twin, so an electron that keeps its tangential wave vector changes its tangential velocity on reflection or transmission. The in-plane term of real copper therefore need not vanish, nor be small beside the normal one, and the $\cos^2\theta$ law is a property of the spherical model. The figure of $0.11\ \mu\Omega\,\mathrm{cm}$ thus belongs to normal crossing.

## Comparison with a real conductor

Consider a film 1000 nm thick with columnar grains 500 nm wide, carrying current in its plane. In many electrodeposited nanotwinned films the twin planes lie parallel to the surface. In-plane current then runs along them, and the twin term of the spherical model vanishes, although that of real copper need not; current through the thickness crosses them and meets the full term. The comparison below assumes upright twins lying across an in-plane current.

Ordinary grain boundaries are given a rough $3\times10^{-16}\ \Omega\,\mathrm{m^2}$, about 18 times the twin value. One per 500 nm adds $0.060\ \mu\Omega\,\mathrm{cm}$. At 15 nm spacing the series formula would give $2.0\ \mu\Omega\,\mathrm{cm}$, more than the bulk resistivity. Twins at the same spacing add $0.11\ \mu\Omega\,\mathrm{cm}$, so a twin is a weak obstacle compared with an ordinary grain boundary.

Diffuse film surfaces also contribute. An electron leaving such a surface has lost its drift, and at depth $z$ it still lacks a fraction $e^{-z/(lc)}$, where $c$ is its cosine to the surface normal. Its weight in the in-plane conductivity is $\tfrac32(1-c^2)$. For thickness $t\gg l$ the depth average of the exponential is $lc/t$, so to first order

$$
\frac{\Delta\rho}{\rho_0}=\frac32\,\frac lt\int_0^1(1-c^2)c\,dc=\frac{3l}{8t}.
$$

This gives $0.025\ \mu\Omega\,\mathrm{cm}$, and the full depth integral agrees to within 2 per cent. The formula must not be carried over to lines a few tens of nanometres wide, where $t\gg l$ fails.

Temperature is the largest correction in this example. With a rough coefficient of 0.004 per K, heating by 80 K raises the bulk part by $1.70\times0.004\times80=0.54\ \mu\Omega\,\mathrm{cm}$. At fixed $R$, the solved twin term changes by only about 0.1 per cent as $l$ falls to 29 nm. A temperature error of 17 K matters as much as the twins do.

Copper's real Fermi surface has necks, so the inferred $R$ is an effective value for a spherical model. The headline figure uses the given $\gamma$ directly, but its additivity at $d<l$ was shown only for reflection that is weak in every direction; reflection concentrated in a few directions would lower the added term. For normal crossing at 15 nm, a calculation meant to be good to 10 per cent can omit the twins. One meant to be good to 2 per cent must account for them, and must also specify the current direction and the temperature; at that accuracy the spherical model alone does not fix the size of the twin term or its dependence on direction.

The computed values are collected in the numerical output below.

## Numbers as computed

```
INPUTS (material values rough)
twin specific resistivity: 1.70e-17 ohm m^2
twin spacing: 15 nm
lattice constant: 0.36 nm
bulk resistivity: 1.70 microohm cm
grain-boundary specific resistivity: 3.0e-16 ohm m^2
grain width: 500 nm
film thickness: 1000 nm
temperature coefficient: 0.004 per K
heating: 80 K
MAIN RESULT
added by twins: 1.133e-09 ohm m
added by twins: 0.1133 microohm cm
share of bulk resistivity: 6.67 percent
bulk plus twins: 1.813 microohm cm
ELECTRON PICTURE
electron density: 85.7 per nm^3
Fermi wave number: 13.64 per nm
rho0 times mean free path: 6.537e-16 ohm m^2
mean free path: 38.5 nm
mean free path / spacing: 2.56
R/T: 0.01734
reflection probability R: 1.70 percent
TRANSPORT SOLUTION
solved/given gamma at 5 nm: 0.9883
solved/given gamma at 15 nm: 0.9955
solved/given gamma at 60 nm: 0.9981
solved/given gamma at 200 nm: 0.9983
solved twin addition at 15 nm: 0.1128 microohm cm
angle-dependent R, gamma 15 nm / 200 nm: 0.9865
R=0.5 at 5 nm, solved/weak formula: 0.9072
hot/cold twin gamma at 15 nm: 1.0009
NEGLECTED OR COMPARED EFFECTS
two planes, coherent/incoherent: 0.9963
random current direction: 0.0378 microohm cm
ordinary grain boundaries: 0.0600 microohm cm
grain boundaries at 15 nm: 2.00 microohm cm
grain/twin gamma ratio: 17.6
film surfaces, formula: 0.0245 microohm cm
film surfaces, integral: 0.0249 microohm cm
bulk rise on heating: 0.544 microohm cm
mean free path when hot: 29.1 nm
heating that equals the twins: 16.7 K
```
